# Why the spin Hall conductivity changes sign across a d band

## 1. What symmetry fixes

Apply an electric field along $y$ and measure the current of angular momentum along $x$. If the current carries $S_z$, its ratio to the field is the spin Hall conductivity $\sigma_S$; if it carries $L_z$, it is the orbital Hall conductivity $\sigma_L$. In two dimensions both have the dimension of charge, so each is $e$ times a pure number.

Without spin-orbit coupling the two spin directions respond identically and $\sigma_S=0$, while $\sigma_L$ can be finite. With a coupling $\lambda\,\mathbf L\cdot\mathbf S$ the spin response therefore starts at order $\lambda$, and to that order

$$\sigma_S=e\,\frac{\lambda}{W}\,\Phi(N),$$

where $W$ is a hopping energy and $\Phi$ depends on the filling $N$ and on ratios of hoppings. This form assumes that no band degeneracy lifted by $\lambda$ lies within a few $kT$ of the chemical potential; in the model below, which has quadratic touching points, the response near such a point goes as $\lambda\ln\lambda$. The question is why $\Phi$ tends to be negative for a less-than-half-filled shell and positive for a more-than-half-filled one, a rule with exceptions that Section 7 shows.

A second symmetry settles this in a simple model. Take the orbitals $xz$ and $yz$ on a square lattice with lattice constant 1. For spin $s=\pm1$,

$$H_s=\varepsilon_0+d_z\tau_z+d_x\tau_x+\tfrac{s\lambda}{2}\tau_y .$$

Here $\tau$ acts on the orbital pair and, with $c_i=\cos k_i$ and $s_i=\sin k_i$,

$$\varepsilon_0=(p+q)(c_x+c_y),\quad d_z=(p-q)(c_x-c_y),\quad d_x=-4h\,s_xs_y .$$

Shift $\mathbf k$ by $\mathbf Q=(\pi,\pi)$. Then $\varepsilon_0$ and $d_z$ change sign and $d_x$ does not. Conjugation with $\tau_z$ reverses $\tau_x$ and $\tau_y$, so

$$\tau_zH_s(\mathbf k+\mathbf Q)\tau_z=-H_s(\mathbf k).$$

Each state at energy $E$ has a partner at $-E$. Between partners both velocities change sign, $L_z=\tau_y$ changes sign, and $S_z$ does not. The spin response of the partners is thus equal and their orbital response opposite. Filling all states gives no Hall response, as Section 3 shows, so the states above $\mu$ contribute minus what the states below contribute. Hence

$$\sigma_S(-\mu)=-\sigma_S(\mu),\qquad \sigma_L(-\mu)=\sigma_L(\mu).$$

The spin Hall conductivity has a node at half filling. Symmetry does not say which side is negative, or whether there are further nodes. That requires the separate contributions.

## 2. The ingredients of the model

The energies $p$ and $q$ are the nearest-neighbour hoppings of $xz$ along $x$ and along $y$. The energy $h$ mixes the orbitals along the diagonals. For a bond along $(1,1)$, the combination $(xz+yz)/\sqrt2$ hops with the $\pi$ amplitude $V_\pi$ and $(xz-yz)/\sqrt2$ with the $\delta$ amplitude $V_\delta$. The mixed element is

$$h=\tfrac12(V_\pi-V_\delta),$$

and it reverses sign on the $(1,-1)$ bond. Summing the four bonds gives $2h\cos(k_x+k_y)-2h\cos(k_x-k_y)=-4h\,s_xs_y$. Thus $h>0$ whenever $V_\pi>V_\delta$. The same bonds give an intraorbital term $4g\,c_xc_y$ with $g=(V_\pi+V_\delta)/2$, which is set to zero until Section 7.

I take $\lambda>0$, $h>0$ and $p>q>0$, and measure $\mathbf L$ and $\mathbf S$ in units of $\hbar$. Within this orbital pair $L_x$ and $L_y$ have no matrix elements, so $\mathbf L\cdot\mathbf S=L_zS_z=(s/2)\tau_y$. With $d=\sqrt{d_x^2+d_z^2+\lambda^2/4}$ the bands are $E_\pm=\varepsilon_0\pm d$. In band $\pm$ the mean of $\tau_y$ is $\pm(s\lambda/2)/d$, and therefore

$$\langle\mathbf L\cdot\mathbf S\rangle_\pm=\pm\frac{\lambda}{4d}.$$

Spin and orbital moment are antiparallel in the lower band and parallel in the upper one.

## 3. The response formula

The force on an electron is $F_y=-eE_y$, with perturbation $-F_yy$. From $v_y=(i/\hbar)[H,y]$ one has $y_{mn}=-i\hbar v_{mn}/(E_m-E_n)$, and first-order perturbation theory gives

$$|\delta n\rangle=\sum_{m\ne n}|m\rangle\frac{-F_yy_{mn}}{E_n-E_m}=-i\hbar F_y\sum_{m\neq n}|m\rangle\frac{v_{mn}}{(E_m-E_n)^2}.$$

The current operator is $j=\{X,v_x\}/2$ with $X=S_z$ or $L_z$. Its change in state $n$ is $2\,\mathrm{Re}\langle n|j|\delta n\rangle$. Since $\mathrm{Re}(-iz)=\mathrm{Im}\,z$, the response to the force is

$$K_X=\int\!\frac{d^2k}{(2\pi)^2}\sum_{n\ne m}f_n\frac{2\,\mathrm{Im}[j_{nm}(\partial_yH)_{mn}]}{(E_n-E_m)^2},\qquad \sigma_X=-eK_X .$$

The velocities are now written as $\partial H/\partial k$, which absorbs the factors of $\hbar$. Exchanging $n$ and $m$ reverses the imaginary part, so a completely filled set of bands gives zero. This is the intrinsic interband response; impurity scattering and vertex corrections are left out.

For two bands, let the interband parts of $j$ and $\partial_yH$ be $\mathbf a\cdot\boldsymbol\tau$ and $\mathbf b\cdot\boldsymbol\tau$. Twice $i$ times the imaginary part of the product equals the expectation value of their commutator, $2i(\mathbf a\times\mathbf b)\cdot\boldsymbol\tau$. Hence the imaginary part is $\pm(\mathbf a\times\mathbf b)\cdot\mathbf d/d$ in band $\pm$. The squared gap is $4d^2$, so each spin contributes

$$K=-\int\!\frac{d^2k}{(2\pi)^2}\,F\,\frac{\mathbf d\cdot(\mathbf a\times\mathbf b)}{2d^3},\qquad F=f_--f_+ .$$

The factor $F$ selects momenta where the lower band is occupied and the upper one is not.

## 4. The orbital contribution

For $X=L_z=\tau_y$, the anticommutators of $\tau_y$ with $\tau_x$ and $\tau_z$ vanish, and $\tau_y^2$ is the identity, whose coefficient $\partial_xd_y$ is zero. What remains is $\mathbf a=(0,\partial_x\varepsilon_0,0)$, the same for both spins. With $\mathbf b=\partial_y\mathbf d$,

$$\mathbf d\cdot(\mathbf a\times\mathbf b)=\partial_x\varepsilon_0\,(d_x\partial_yd_z-d_z\partial_yd_x).$$

Inserting the functions,

$$d_z\partial_yd_x-d_x\partial_yd_z=-4h(p-q)s_x[(c_x-c_y)c_y-s_y^2]=4h(p-q)s_x(1-c_xc_y),$$

because $c_y^2+s_y^2=1$. With $\partial_x\varepsilon_0=-(p+q)s_x$, two spins and $\sigma_L=-eK_L$,

$$\sigma_L=4eh(p^2-q^2)\left\langle \frac{F\,s_x^2(1-c_xc_y)}{d^3}\right\rangle ,$$

where the brackets denote the average over the Brillouin zone. No factor is negative, so $\sigma_L>0$ at every partial filling. The orbital contribution supplies no sign change.

## 5. The spin contribution

For $X=S_z=s/2$ we have $\mathbf a=(s/2)\partial_x\mathbf d$. Since $d_y=s\lambda/2$ is constant, $\partial_x\mathbf d\times\partial_y\mathbf d$ points along the $\tau_y$ axis with length

$$J=\partial_xd_z\partial_yd_x-\partial_xd_x\partial_yd_z=4h(p-q)(s_x^2c_y+s_y^2c_x).$$

Replacing $s_i^2$ by $1-c_i^2$ turns the last bracket into $(c_x+c_y)(1-c_xc_y)$. The prefactor $(s/2)(s\lambda/2)=\lambda/4$ is the same for both spins, so they add: $K_S=-(\lambda/4)\langle FJ/d^3\rangle$, or

$$\sigma_S=e\lambda h(p-q)\left\langle\frac{F\,(c_x+c_y)(1-c_xc_y)}{d^3}\right\rangle .$$

The sign now rests on $c_x+c_y$, that is, on whether the active momenta have $\varepsilon_0$ below or above zero. Writing out the Fermi functions,

$$F=\frac{\sinh(d/kT)}{\cosh(d/kT)+\cosh[(\varepsilon_0-\mu)/kT]},$$

which decreases as $|\varepsilon_0-\mu|$ grows. Pair $\mathbf k$ with $\mathbf k+\mathbf Q$: $d$ and $c_xc_y$ agree, and $\varepsilon_0$ is opposite. For $\mu<0$ the partner with $\varepsilon_0<0$ lies closer to $\mu$ and has the larger $F$, so every pair contributes negatively or not at all. For $\mu>0$ the reverse holds. Therefore

$$\sigma_S<0\ \text{ below half filling},\qquad \sigma_S>0\ \text{ above half filling},$$

with no further nodes. The proof is not restricted to small $\lambda$, and it also holds for negative $q$ as long as $p>|q|$.

The two contributions can be weighed by their ratio,

$$\frac{\sigma_S}{\sigma_L}=\frac{\lambda}{4(p+q)}\,\frac{\langle F(c_x+c_y)(1-c_xc_y)/d^3\rangle}{\langle Fs_x^2(1-c_xc_y)/d^3\rangle}.$$

The mixing $h$ cancels from the prefactor but is necessary for either effect: for $h=0$ and $\lambda\neq0$ both conductivities vanish.

Take $p=1$, $q=0.2$, $h=0.15$, $\lambda=0.4$ and $kT=0.01$ eV. The prefactor of the ratio is $0.4/4.8=0.083$. In units of $e/2\pi$, with $N=4$ a full shell:

| $N$ | $\sigma_S$ | $\sigma_L$ | $\sigma_S/\sigma_L$ |
|---|---|---|---|
| 0.5 | −0.433 | 1.510 | −0.29 |
| 1.0 | −0.272 | 1.725 | −0.16 |
| 1.5 | −0.119 | 1.724 | −0.07 |
| 2.0 | 0 | 1.698 | 0 |
| 3.0 | 0.272 | 1.725 | 0.16 |

Over the fillings in the table the orbital conductivity varies little while the spin conductivity runs through zero; both fall to zero as the shell empties or fills. The ratio is largest near the band edges, where $|c_x+c_y|$ approaches 2 and $s_x^2$ becomes small.

## 6. Which L·S correlation matters

**The total correlation.** At fixed electron number the free energy is a minimum over density matrices of expressions linear in $\lambda$, so it is concave in $\lambda$. Its slope is the total $\langle\mathbf L\cdot\mathbf S\rangle$. In a nonmagnetic system this slope vanishes at $\lambda=0$, because the spin average is zero. A concave function has a non-increasing slope, so the total is never positive for $\lambda>0$. In the example it is $-0.086$ at both $N=1$ and $N=3$. It cannot explain a sign change.

**The Fermi-level average.** Differentiate the total $M=\sum f_n\langle\mathbf L\cdot\mathbf S\rangle_n$ and the number $N=\sum f_n$ with respect to $\mu$, and divide:

$$\frac{dM}{dN}=\frac{\sum_n(-f_n')\langle\mathbf L\cdot\mathbf S\rangle_n}{\sum_n(-f_n')}\equiv\langle\mathbf L\cdot\mathbf S\rangle_F .$$

Here $f'$ is the derivative with respect to energy. An empty shell has $M=0$, and so has a full one, since $\mathbf L\cdot\mathbf S$ is traceless. The integral of $\langle\mathbf L\cdot\mathbf S\rangle_F$ over filling is therefore zero. As $M$ is negative in between, this average must take both signs, with the negative ones prevailing first. This is the general reason why a Fermi-level correlation reverses across a shell, though it does not fix the filling at which it does so.

A simple estimate to try is $\sigma_S\approx\sigma_L\langle\mathbf L\cdot\mathbf S\rangle_F$. At $N=1$ it gives $1.725\times(-0.0220)=-0.038$, against the computed $-0.272$. The sign is right and the magnitude is too small by a factor of seven.

**The correlation weighted by orbital texture.** For small $\lambda$ a relation without this discrepancy can be derived. Write $d_z=D\cos\varphi$ and $d_x=D\sin\varphi$; the angle $\varphi$ describes the orbital mixture of the Bloch state. With $\mathbf u\times\mathbf w=u_xw_y-u_yw_x$, the product rule gives $J=D\,\nabla D\times\nabla\varphi$. Replacing $d$ by $D$,

$$K_S=-\frac\lambda4\left\langle F\,\frac{\nabla D\times\nabla\varphi}{D^2}\right\rangle=\frac\lambda4\left\langle F\,\nabla\!\frac1D\times\nabla\varphi\right\rangle=-\frac\lambda4\left\langle\frac1D\nabla F\times\nabla\varphi\right\rangle .$$

The last step is an integration by parts. Boundary terms could come from the points $D=0$, which are $(0,0)$ and $(\pi,\pi)$. They vanish if both bands are full or both empty there, so that $F=0$.

At low temperature $\nabla f_\pm=-\delta(E_\pm-\mu)\nabla E_\pm$. Combining this with $\langle\mathbf L\cdot\mathbf S\rangle_\pm=\pm\lambda/4D$,

$$K_S=-\sum_\pm\big\langle\langle\mathbf L\cdot\mathbf S\rangle_\pm\,\delta(E_\pm-\mu)\,\nabla E_\pm\times\nabla\varphi\big\rangle .$$

The delta function reduces the area integral to one along the Fermi line, divided by $|\nabla E|$. The cross product with the outward normal is the derivative of $\varphi$ along the line, traversed with occupied states on the left. Thus

$$\sigma_S=\frac{e}{4\pi^2}\sum_{\pm}\oint\langle\mathbf L\cdot\mathbf S\rangle_\pm\,d\varphi .$$

At low filling the Fermi lines enclose $(\pi,\pi)$. With $\mathbf r$ the distance from that point and $\theta$ its angle, $d_z\approx\frac{p-q}{2}r^2\cos2\theta$ and $d_x\approx-2hr^2\sin2\theta$, so $\varphi$ turns by $-4\pi$ on an anticlockwise circuit. At high filling the lines enclose $(0,0)$. There $d_z$ has the opposite sign and $\varphi$ turns by $+4\pi$ anticlockwise, but the occupied states lie outside, the circuit is clockwise, and the result is again $-4\pi$.

The turning is the same in both cases; the balance of $\mathbf L\cdot\mathbf S$ is not. At low filling the inner line belongs to the upper, parallel band. At high filling the smaller hole pocket belongs to the lower, antiparallel band. The inner line has the smaller $D$ and hence the larger correlation, so it dominates.

For $\lambda=0.01$ eV and $\mu=-2$ eV the $\varphi$-averages of $\langle\mathbf L\cdot\mathbf S\rangle/\lambda$ are $-0.606$ (lower band) and $+1.764$ eV⁻¹ (upper). In units of $e/2\pi$,

$$\frac{\sigma_S}{\lambda}=\frac{1}{2\pi}(-4\pi)(1.764-0.606)\ \text{eV}^{-1}=-2.32\ \text{eV}^{-1}.$$

The response formula gives the same value to three digits. At $\mu=+2$ eV the averages become $-1.764$ and $+0.606$ eV⁻¹, and $\sigma_S/\lambda=+2.32$ eV⁻¹.

Note the sign: the $\varphi$-weighted correlation is positive at low filling, whereas the density-of-states average in the $\lambda=0.4$ eV example is negative there. They are different quantities, and a statement about "the L·S correlation at the Fermi level" has to say which is meant.

**The band-edge limit.** Let $x=\mu+2(p+q)$ be the height above the degeneracy at $(\pi,\pi)$. For quadratic bands $\varepsilon_0+2(p+q)=ar^2$ and $D=c(\theta)r^2$, with $a>c$. On the Fermi lines $r^2=x/(a\pm c)$, so

$$\frac1{D_+}-\frac1{D_-}=\frac{(a+c)-(a-c)}{cx}=\frac2x .$$

The direction-dependent $c$ drops out, and

$$\sigma_S=\frac{e}{4\pi^2}(-4\pi)\frac\lambda4\frac2x=-\frac{e}{2\pi}\frac{\lambda}{x}.$$

For $x=0.4$ eV this gives $-2.5$ eV⁻¹ for $\sigma_S/\lambda$ in units of $e/2\pi$, 8% larger in magnitude than the computed value; the bands are not purely quadratic at that height. The limit needs $kT$ small against $x$, $x$ small against the bandwidth, and $\lambda/2$ small against $D$ everywhere on the Fermi lines. For small $h$ the last condition is stricter than $\lambda\ll x$, because $D=2hr^2$ along the diagonals. This is why the law can be free of $h$ although the effect vanishes at $h=0$. When $x$ becomes comparable with $\lambda$, the linear law fails even if the degeneracy point is still completely filled: on the Fermi lines $D$ is then no longer large against $\lambda/2$, and $d$ may not be replaced by $D$.

## 7. Contributions left out of the pair model

**Intraorbital diagonal hopping.** The term $4g\,c_xc_y$ is unchanged by the shift $\mathbf Q$ and breaks the symmetry of Section 1. For $g=0.05$ eV the node moves to $N=2.003$, a very small displacement. Half filling is then no longer protected, and larger terms of this kind can move the node further.

**Spin-flip terms.** In a full shell $L_xS_x$ and $L_yS_y$ are present. To first order in $\lambda$ the spin trace contains $\mathrm{Tr}(S_zS_i)=\delta_{iz}/2$, so they drop out. Spin $s$ then sees $H_0+(s\lambda/2)L_z$. Let $K_c(b)$ be the number-current Hall response per spin of $H_0+bL_z$. It is odd in $b$ by time reversal, and

$$K_S=\sum_s\frac s2K_c\!\left(\frac{s\lambda}2\right)=K_c\!\left(\frac\lambda2\right).$$

A test with five d orbitals on an fcc lattice compares the part of $K_S$ that is odd in $\lambda$, which removes the second-order terms. At $\lambda=0.002$ eV it agrees with this relation to 0.05% of the largest response. Spin-flip terms matter from second order on.

**The full d shell.** The next table uses all five orbitals, full $\mathbf L\cdot\mathbf S$ with $\lambda=0.5$ eV, and hoppings $\sigma,\pi,\delta=-0.90,\,0.60,\,-0.15$ eV. In bcc, second neighbours are included with hoppings reduced by $(\sqrt3/2)^5$. The smearing $kT$ and the level broadening are 0.1 eV; lattice constants are 0.32 nm (bcc) and 0.40 nm (fcc). Conductivities are in $(\hbar/e)$ S/cm.

| d electrons | bcc $\sigma_S$ | bcc $\langle\mathbf L\cdot\mathbf S\rangle_F$ | fcc $\sigma_S$ | fcc $\langle\mathbf L\cdot\mathbf S\rangle_F$ |
|---|---|---|---|---|
| 1 | 138 | −0.43 | 136 | −0.39 |
| 3 | −338 | −0.63 | −535 | −0.68 |
| 4 | −395 | −0.31 | −734 | −0.33 |
| 5 | 654 | 0.17 | −22 | 0.36 |
| 6 | 1163 | 0.22 | −226 | 0.38 |
| 7 | 1132 | 0.31 | −209 | 0.34 |
| 8 | 531 | 0.50 | 673 | 0.31 |
| 9 | 250 | 0.52 | 807 | 0.34 |

The orbital conductivity is positive in all eighteen cases computed, and the total $\langle\mathbf L\cdot\mathbf S\rangle$ is negative in all of them. The Fermi-level average changes sign between four and five electrons in both structures. The spin Hall conductivity follows it in bcc except at one electron. In fcc, at integer fillings, it is positive at one electron, negative at two to seven, and positive again at eight and nine. Refining the momentum mesh from 20 to 26 points per direction alters the spin values by at most 25 (bcc) and 4 (fcc), far less than the exceptions at one electron and, in fcc, at six and seven. At five electrons, and up to about five and a half, the fcc value is too close to zero for its sign to be settled; it depends on the level broadening, and with 0.1 eV it is slightly positive just above five.

At three or four d electrons in bcc and at eight or nine in fcc, the model thus gives the signs of an early bcc 5d metal such as tantalum, with negative $\sigma_S$, and a late fcc one such as platinum, with positive $\sigma_S$. In bcc the sign turns not far above four electrons, so for a metal near that filling the assignment depends on its d count, which the model does not fix. It also shows that half filling is a guide and not a law: with the hoppings used here, the filling above which $\sigma_S$ stays positive differs between the two crystal structures. The small fcc values near the middle of the shell can change sign with the hopping ratios. The s and p bands and crystal-field shifts are missing, so the magnitudes are not predictions for these metals. All values are collected in the numerical output below.

## Computed values

```
square model: p=1.0 q=0.2 h=0.15 lambda=0.4 kT=0.01 eV
Hall values in e/2pi; N = electrons per site (full: 4)
N=0.5 mu=-1.842 eV spin=-0.4328 orb=+1.5098
   <L.S> total=-0.0706, Fermi-level mean=-0.0247
N=1.0 mu=-1.434 eV spin=-0.2717 orb=+1.7250
   <L.S> total=-0.0856, Fermi-level mean=-0.0220
N=1.5 mu=-0.800 eV spin=-0.1194 orb=+1.7239
   <L.S> total=-0.0923, Fermi-level mean=-0.0073
N=2.0 mu=+0.000 eV spin=+0.0000 orb=+1.6983
   <L.S> total=-0.0940, Fermi-level mean=+0.0000
N=2.5 mu=+0.800 eV spin=+0.1194 orb=+1.7239
   <L.S> total=-0.0923, Fermi-level mean=+0.0073
N=3.0 mu=+1.434 eV spin=+0.2717 orb=+1.7250
   <L.S> total=-0.0856, Fermi-level mean=+0.0220
N=3.5 mu=+1.842 eV spin=+0.4328 orb=+1.5098
   <L.S> total=-0.0706, Fermi-level mean=+0.0247
Fermi-line law, lambda=0.01 eV; values divided by lambda
mu=-2.0 eV: Kubo -2.3193, lines -2.3154 (e/2pi)/eV
   turns of phi: lower -2.00, upper -2.00
   phi-mean <L.S>/lambda: lower -0.606, upper +1.764 1/eV
mu=+2.0 eV: Kubo +2.3193, lines +2.3154 (e/2pi)/eV
   turns of phi: lower -2.00, upper -2.00
   phi-mean <L.S>/lambda: lower -1.764, upper +0.606 1/eV
g=0.05 eV: spin Hall node at N=2.003, mu=-0.008 eV
first-order theorem, fcc d bands: rel. deviation 4.7e-04
d model: sigma,pi,delta=-0.90,0.60,-0.15 eV
   lambda=0.5 eV, kT=0.1 eV, eta=0.1 eV
Hall values in (hbar/e) S/cm; LS_F = Fermi-level mean <L.S>
bcc, lattice constant 0.32 nm
 d count 1: spin=+138 orb=+440 LS_F=-0.431
 d count 2: spin=-202 orb=+521 LS_F=-0.503
 d count 3: spin=-338 orb=+609 LS_F=-0.629
 d count 4: spin=-395 orb=+601 LS_F=-0.309
 d count 5: spin=+654 orb=+1032 LS_F=+0.168
 d count 6: spin=+1163 orb=+2195 LS_F=+0.221
 d count 7: spin=+1132 orb=+1959 LS_F=+0.308
 d count 8: spin=+531 orb=+887 LS_F=+0.496
 d count 9: spin=+250 orb=+569 LS_F=+0.519
 total <L.S> from -2.176 to -0.384; mesh change 25
fcc, lattice constant 0.40 nm
 d count 1: spin=+136 orb=+163 LS_F=-0.390
 d count 2: spin=-338 orb=+972 LS_F=-0.487
 d count 3: spin=-535 orb=+1358 LS_F=-0.681
 d count 4: spin=-734 orb=+1144 LS_F=-0.333
 d count 5: spin=-22 orb=+845 LS_F=+0.364
 d count 6: spin=-226 orb=+678 LS_F=+0.376
 d count 7: spin=-209 orb=+1458 LS_F=+0.338
 d count 8: spin=+673 orb=+2260 LS_F=+0.310
 d count 9: spin=+807 orb=+1473 LS_F=+0.340
 total <L.S> from -2.215 to -0.312; mesh change 4
```
